# Transverse Momentum and the Tunnelling Barrier Between Unequal Masses, part 1

(Sections cited here and not found follow in the second part.)

## First half: the barrier seen by one electron

An electron leaves a metal gate, tunnels through a thin oxide and enters a second electrode. The layers are stacked along $z$ and are uniform in the plane, where the position is $\boldsymbol\rho=(x,y)$. The following model is used.

- Each material has one parabolic, isotropic conduction band. The effective mass is $m_e$ in both electrodes and $m_{ox}$ in the oxide. Their ratio is written $\mu=m_e/m_{ox}$.
- Energies are counted from the band bottom of the first electrode. The oxide band edge is $U(z)$, which may slope because of an applied voltage.
- The slowly varying envelope $\psi$ of the electron wave obeys the effective-mass equation with a position-dependent mass,

$$-\frac{\hbar^2}{2}\nabla\cdot\left[\frac{1}{m(z)}\nabla\psi\right]+U(z)\psi=E\psi. \tag{1}$$

The mass stands between the two derivatives, which makes the operator Hermitian when $m$ varies. Scattering by phonons, defects and rough interfaces is left out.

### (a) What happens to the transverse wavevector?

Show what equation (1) implies for the in-plane wavevector, find the conditions at an interface, and say which property of the stack is responsible.

**Solution.** Any envelope can be expanded in in-plane plane waves,

$$\psi(\boldsymbol\rho,z)=\sum_{\mathbf k}e^{i\mathbf k\cdot\boldsymbol\rho}\,\varphi_{\mathbf k}(z).$$

Since $m$ depends on $z$ alone, the in-plane derivatives pass through $1/m$ and give $-k^2/m(z)$. For one term of the sum,

$$\nabla\cdot\left[\frac1m\nabla\left(e^{i\mathbf k\cdot\boldsymbol\rho}\varphi_{\mathbf k}\right)\right]
=e^{i\mathbf k\cdot\boldsymbol\rho}\left[\frac{d}{dz}\left(\frac1m\frac{d\varphi_{\mathbf k}}{dz}\right)-\frac{k^2}{m}\varphi_{\mathbf k}\right].$$

Insert the sum into (1), multiply by $e^{-i\mathbf k_t\cdot\boldsymbol\rho}$ and integrate over the plane. Plane waves with different wavevectors are orthogonal, and every coefficient depends on $z$ alone, so one term survives:

$$-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac1{m(z)}\frac{d\varphi}{dz}\right)+\left[U(z)+\frac{\hbar^2k_t^2}{2m(z)}\right]\varphi=E\varphi. \tag{2}$$

No other wavevector appears. An electron that arrives with $\mathbf k_t$ therefore keeps it in the oxide and in the second electrode.

For the interface conditions, integrate (2) over a short interval across an interface. The terms without derivatives are finite, so their integrals vanish with the length of the interval. What remains says that

$$\varphi\quad\text{and}\quad\frac1m\frac{d\varphi}{dz}\quad\text{are continuous.} \tag{3}$$

The first condition is needed as well, because a jump in $\varphi$ would put a delta function into $d\varphi/dz$ and a still stronger singularity into (2), which nothing could balance.

The responsible property is uniformity in the plane. Suppose instead that the potential has an additional part $U_1(x,z)=\sum_q u_q(z)e^{iqx}$. The same projection then adds the term $\sum_q u_q(z)\varphi_{\mathbf k_t-q\hat{\mathbf x}}(z)$ to (2). Each component with $q\neq0$ couples different transverse wavevectors, and $\mathbf k_t$ is no longer conserved.

### (b) Which barrier does the longitudinal motion see?

Divide the energy in the electrode into a longitudinal part $E_z$ and a transverse part $E_t$. Rewrite (2) as a one-dimensional problem at energy $E_z$, and find the potential in the oxide.

**Solution.** In the first electrode $U=0$ and the wave is $e^{\pm ikz}$. Equation (2) gives

$$E=E_z+E_t,\qquad E_z=\frac{\hbar^2k^2}{2m_e},\qquad E_t=\frac{\hbar^2k_t^2}{2m_e}. \tag{4}$$

In the oxide the same wavevector $k_t$ costs a different energy, because the mass is different:

$$\frac{\hbar^2k_t^2}{2m_{ox}}=\frac{m_e}{m_{ox}}\,\frac{\hbar^2k_t^2}{2m_e}=\mu E_t.$$

Now subtract $E_t\varphi$ from both sides of (2). This is allowed everywhere, since $E_t$ is one fixed number for the given electron. The right-hand side becomes $E_z\varphi$. In the electrode the bracket becomes $0+E_t-E_t=0$. In the oxide it becomes $U+\mu E_t-E_t$. The longitudinal motion is thus that of a particle of energy $E_z$ in the potential

$$\boxed{U_{\rm eff}(z)=U(z)+E_t\left(\frac{m_e}{m_{ox}}-1\right)} \tag{5}$$

inside the oxide. This is the effective barrier. Its shift is positive if the oxide mass is smaller than the electrode mass, zero if the masses are equal, and negative if the oxide mass is larger.

The physical content is an energy balance. The electron must carry its lateral wave pattern into the oxide unchanged. In a lighter material that pattern costs more kinetic energy. The total energy is fixed, so the extra cost $(\mu-1)E_t$ is missing from the motion along $z$.

Nothing was assumed about the shape of $U(z)$, and no semiclassical approximation was made. Within the model, (5) holds for a flat, sloping or curved barrier. In the second electrode the subtraction again removes the whole transverse energy, because the mass there is also $m_e$. If that electrode had another mass $m_2$, its potential would be shifted by $E_t(m_e/m_2-1)$.

A limiting case connects (5) with refraction. Let $U=0$ and $\mu>1$, so that the masses alone differ. The wave propagates in the second material if $E_z>(\mu-1)E_t$. For an angle of incidence $\theta$, measured from the normal, $E_t/E_z=\tan^2\theta$. The condition is then $\tan^2\theta<1/(\mu-1)$, and with $\sin^2\theta=\tan^2\theta/(1+\tan^2\theta)$ it becomes

$$\sin^2\theta<\frac1\mu=\frac{m_{ox}}{m_e}.$$

Beyond this angle the electron is totally reflected, although there is no step in the band edge.

### (c) Does a higher effective barrier mean a more opaque oxide?

Find the decay constant $\kappa$ in the oxide. Compare its dependence on $E_t$ at fixed $E_z$ and at fixed total energy $E$. Then hold the electron fixed and vary the oxide mass.

**Solution.** Where the wave decays, $\varphi$ varies locally as $e^{\pm\kappa z}$. For constant $U$, substitution into (2) with the potential (5) gives $-\hbar^2\kappa^2/2m_{ox}+U_{\rm eff}=E_z$, or

$$\kappa^2=\frac{2m_{ox}}{\hbar^2}\left[U-E_z+(\mu-1)E_t\right]. \tag{6}$$

Replace $E_z$ by $E-E_t$. The bracket becomes $U-E+\mu E_t$. Since $m_{ox}\mu=m_e$ and $2m_eE_t/\hbar^2=k_t^2$,

$$\kappa^2=\frac{2m_{ox}}{\hbar^2}(U-E)+k_t^2. \tag{7}$$

Equations (6) and (7) are the same statement in different variables, but they answer different questions.

*Fixed $E_z$.* From (6), using $m_{ox}(\mu-1)=m_e-m_{ox}$,

$$\left(\frac{\partial\kappa^2}{\partial E_t}\right)_{E_z}=\frac{2(m_e-m_{ox})}{\hbar^2}.$$

The sign follows the mass difference, as in (5). Transverse motion hinders tunnelling into a lighter oxide and helps tunnelling into a heavier one.

*Fixed $E$.* From (7), using $k_t^2=2m_eE_t/\hbar^2$,

$$\left(\frac{\partial\kappa^2}{\partial E_t}\right)_{E}=\frac{2m_e}{\hbar^2}>0.$$

Here transverse motion makes the decay faster for every mass ratio, because energy is also withdrawn from $E_z$. The statement that a lighter oxide raises the barrier therefore refers to electrons of equal longitudinal energy.

*Fixed electron, different oxides.* Keep $E_z$, $E_t$, $m_e$ and $U$ fixed, and write (6) as

$$\kappa^2=\frac{2}{\hbar^2}\left[m_{ox}(U-E_z)+(m_e-m_{ox})E_t\right].$$

Differentiation with respect to the oxide mass gives

$$\frac{\partial\kappa^2}{\partial m_{ox}}=\frac{2}{\hbar^2}(U-E_z-E_t)=\frac{2}{\hbar^2}(U-E). \tag{8}$$

For $E<U$ this is positive. A lighter oxide then has the higher effective barrier and nevertheless the slower decay. The mass also multiplies the barrier in (6), and this factor wins. The higher barrier is a penalty on oblique electrons relative to normal ones in the same oxide.

The order is reversed in the window $U<E<U+\mu E_t$. There the electron has enough total energy to exceed the band edge but still decays because of its transverse motion. In that window (8) is negative, and a lighter oxide gives the faster decay.

### (d) Can the shift be seen without separating the variables?

Consider a closed two-dimensional box: an electrode of width $L$ and an oxide of width $b$, with hard walls at both outer ends and periodic boundary conditions along $x$. Find the condition for its energy levels from (5), and compare it with a direct diagonalization of (1).

**Solution.** Place the electrode in $0<z<L$ and the oxide in $L<z<L+b$. The solutions that vanish at the walls are

$$\varphi=A\sin kz\quad(\text{electrode}),\qquad \varphi=B\sinh\kappa(L+b-z)\quad(\text{oxide}).$$

Both quantities in (3) are continuous at $z=L$, so their quotient $\varphi'/(m\varphi)$ is continuous too:

$$\frac{k\cot kL}{m_e}=-\frac{\kappa\coth\kappa b}{m_{ox}}. \tag{9}$$

Here $k$ follows from $E_z$ through (4) and $\kappa$ from (6). The level of the box is $E_z+E_t$.

Take masses of 1 and 0.2 free-electron masses $m_0$, $L=b=1$ nm, an oxide edge at 2 eV and a period of 1.5 nm along $x$. The lowest nonzero transverse wavevector is $2\pi/(1.5\ \text{nm})$. With $\hbar^2/2m_0=0.0381\ \text{eV nm}^2$ its transverse energy is

$$E_t=0.0381\times\left(\frac{2\pi}{1.5}\right)^2\text{eV}=0.6685\ \text{eV},$$

and the shift is four times this value, 2.67 eV. The lowest level with this wavevector was found in three ways.

- Diagonalization of the two-dimensional operator: 1.0150 eV.
- Equation (9) with the shifted barrier: 1.0150 eV.
- Equation (9) with the shift left out: 0.9992 eV.

The diagonalization used a grid step of 0.02 nm along $z$ and five Fourier points along $x$, and it made no use of (2) or (5). It agrees with the shifted barrier to 0.05 meV and differs from the unshifted one by 16 meV.

The direction of the change follows from (9). A higher barrier increases $\kappa$, which makes the right-hand side more negative. The left-hand side falls as $k$ grows from zero to $\pi/L$. The solution therefore moves to larger $k$ and higher energy.

The same box tests the cause given in (a). For the uniform barrier, the lowest state has a weight below $10^{-9}$ outside $k_t=0$. If the oxide edge is multiplied by $1+0.3\cos(2\pi x/1.5\ \text{nm})$, that weight becomes $8.4\times10^{-5}$. It is small in this state, which lies mostly in the electrode, but it is no longer zero.

### (e) How large is the shift in a gate stack?

Take $m_e=1\,m_0$, $m_{ox}=0.2\,m_0$, a Fermi energy $E_F=5$ eV and an oxide edge $\phi=2$ eV above the Fermi level. Follow an electron at the Fermi energy with $E_t=0.10$ eV. Compare it with an electron of the same $E_z$ and no transverse motion.

**Solution.** The band edge lies at $U=5+2=7$ eV, and $E_z=5-0.10=4.90$ eV. Equation (5) gives a shift of

$$0.10\times(5-1)\ \text{eV}=0.40\ \text{eV}.$$

Measured from $E_z$, the barrier is $7-4.90=2.10$ eV for the normal electron and 2.50 eV for the oblique one. From (6),

$$\kappa_{\rm normal}=\sqrt{\frac{0.2\times2.10}{0.0381}}\ \text{nm}^{-1}=3.320\ \text{nm}^{-1},$$

$$\kappa_{\rm oblique}=\sqrt{\frac{0.2\times2.50}{0.0381}}\ \text{nm}^{-1}=3.623\ \text{nm}^{-1}.$$

For comparison, an oxide of mass $0.3\,m_0$ with the same band edge has the smaller shift $0.10\times(1/0.3-1)=0.233$ eV. Its barrier above $E_z$ is 2.333 eV, but its decay constant for the oblique electron is $\sqrt{0.3\times2.333/0.0381}=4.29\ \text{nm}^{-1}$. The lighter oxide has the higher barrier and the slower decay, as (8) requires for $E<U$.

## Second half: transmission and current

The following symbols and results are taken over. The electrodes have mass $m_e$, the oxide has mass $m_{ox}$, and $\mu=m_e/m_{ox}$. An electron of total energy $E=E_z+E_t$ has longitudinal wavevector $k$ in the electrode and conserves its transverse wavevector $k_t$, with $E_t=\hbar^2k_t^2/2m_e$. In the oxide, with band edge $U$, it meets the barrier $U+(\mu-1)E_t$ and decays with

$$\kappa^2=\frac{2m_{ox}}{\hbar^2}\left[U-E_z+(\mu-1)E_t\right]=\frac{2m_{ox}}{\hbar^2}(U-E)+k_t^2. \tag{10}$$

At an interface $\varphi$ and $\varphi'/m$ are continuous. The example has $m_e=1\,m_0$, $m_{ox}=0.2\,m_0$, $E_F=5$ eV and $U=E_F+\phi$ with $\phi=2$ eV. The oxide is now given a thickness $d=3$ nm.

### (f) What is the transmission probability?

Derive the transmission through a flat barrier, including the mass change at the interfaces, and evaluate it for the normal and the oblique electron with $E_z=4.90$ eV.

This part has shown that an electron keeps its transverse wavevector in a stack that is uniform in the plane, and that its longitudinal motion therefore meets an oxide barrier shifted by $(\mu-1)E_t$. What remains is to answer (f) by deriving the transmission probability, and then to find the current, the error made by omitting the shift, and how far the numbers can be trusted for a real gate stack.

Numbers in the example were calculated in double precision.
